# Counting ballistic channels in a broken-down capacitor at one volt

## Question

A hafnia ferroelectric capacitor has broken down during cycling. At a steady 1 V it now carries 155 µA. I am told that the current flows through a ballistic constriction whose conducting channels are fully open and spin-degenerate, and that series resistance may be neglected. I have to find the number of channels with the Landauer formula.

Three things hold me up. I have seen both $e^2/h$ and $2e^2/h$, and they give different counts. I also thought that the formula was a small-voltage result, and 1 V is far above the thermal voltage. Finally, if nothing scatters in the constriction, why does it have a resistance at all? How many channels are there, and how far can I trust the number?

## Answer

All three points are settled by deriving the current of one channel. I take $I$, $V$ and $e$ as positive magnitudes. Electrons flow from the left electrode, with electrochemical potential $\mu_L$, to the right one, with $\mu_R=\mu_L-eV$; the conventional current points the other way.

### The current of one channel

A channel is one standing-wave pattern across the conductor, combined with free motion along it. Take a uniform stretch of length $L$ with periodic ends. The allowed wave numbers are $k=2\pi m/L$ with integer $m$, so their spacing is $2\pi/L$. An electron spread over the length $L$ with velocity $v$ contributes a current $ev/L$. Right-moving states are filled from the left electrode, with Fermi function $f_L$. Two spin states belong to each $k$, so

$$
I_+=2\sum_{k>0}\frac{e\,v(k)}{L}f_L
\;\longrightarrow\;
2e\int_{k>0}\frac{dk}{2\pi}\,v(k)\,f_L ,
$$

because a sum over $k$ becomes $L/(2\pi)$ times an integral when $L$ is large. The velocity is $v=(1/\hbar)\,dE/dk$, hence $v\,dk=dE/\hbar$. With $2\pi\hbar=h$,

$$
I_+=\frac{2e}{h}\int f_L(E)\,dE .
$$

A fast channel has few states per unit energy and a slow one has many, and the two factors cancel. I assumed that $E$ rises steadily with $k$ for the right-movers, but not that the band is parabolic.

Left-movers are filled from the right electrode and carry the same expression with $f_R$, in the opposite direction. The net current of a channel without reflection is therefore

$$
I_1=\frac{2e}{h}\int_{E_b}^{\infty}\left[f_L(E)-f_R(E)\right]dE ,
$$

where $E_b$ is the bottom of the channel.

### Why one volt is allowed

The integral can be done without assuming a small voltage. Write $k_BT$ for the thermal energy. Differentiation shows that

$$
f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}
=-k_BT\,\frac{d}{dE}\ln\!\left[1+e^{-(E-\mu)/k_BT}\right].
$$

The logarithm vanishes at infinite energy, so with $u=\mu-E_b$

$$
\int_{E_b}^{\infty}f\,dE=k_BT\ln\!\left(1+e^{u/k_BT}\right)
=u+k_BT\ln\!\left(1+e^{-u/k_BT}\right).
$$

The last form follows on taking $e^{u/k_BT}$ out of the bracket. Subtract the two electrodes and use $u_L-u_R=eV$:

$$
\int_{E_b}^{\infty}(f_L-f_R)\,dE
=eV+k_BT\ln\frac{1+e^{-u_L/k_BT}}{1+e^{-u_R/k_BT}} .
$$

If the channel bottom lies many $k_BT$ below $\mu_R$, both exponentials are negligible and the integral is $eV$. The voltage itself may be large. What matters is that the channel stays open over the whole energy window from $\mu_R$ to $\mu_L$. Then

$$
I_1=\frac{2e^2}{h}V ,\qquad I=N\,G_0V,\qquad G_0=\frac{2e^2}{h},
$$

for $N$ such channels.

The small-voltage condition enters when transmission depends on energy. If scattering is elastic and $\mathcal T(E)$ is the sum of the transmission probabilities of all channels, then

$$
I=\frac{2e}{h}\int \mathcal T(E)\,(f_L-f_R)\,dE .
$$

The same $\mathcal T$ serves both directions. Of the $M$ channels entering from the left, conservation of probability gives $M=\mathcal R+\mathcal T_{\rightarrow}$. The unitary scattering matrix also gives $M=\mathcal R+\mathcal T_{\leftarrow}$ for everything that leaves on the left, so the two transmissions agree.

For small $V$, $f_L-f_R\approx eV(-\partial f/\partial E)$, and at low temperature the conductance is $G_0\mathcal T$ at the Fermi energy. At 1 V one must instead average $\mathcal T$ over the window. In your problem "fully open" has to mean that $\mathcal T=N$ throughout the window, and then the average is $N$ as well.

### The number

The conductance of one spin-degenerate channel is

$$
G_0=\frac{2\,(1.60218\times10^{-19}\ \mathrm{C})^2}{6.62607\times10^{-34}\ \mathrm{J\,s}}
=77.48\ \text{µS}.
$$

Therefore

$$
N=\frac{I}{G_0V}
=\frac{155\ \text{µA}}{77.48\ \text{µS}\times1\ \mathrm V}
=2.0005 .
$$

**There are two fully open spin-degenerate channels.** Two such channels would carry 154.96 µA, which rounds to the stated current. If 155 µA means anything within half a microampere of that value, the ratio lies between 1.994 and 2.007, so 2 is the one integer that fits. This range takes 1 V as exact; an uncertainty of 5% in the voltage widens it to 1.90–2.11, which still contains only 2.

This also settles the factor of two. Dividing by $e^2/h$ counts each spin separately and gives four. Those four spin-resolved channels are the same two spin-degenerate ones. Since the question asks for spin-degenerate channels, the unit is $2e^2/h$.

### Where the resistance comes from

The ratio $V/I$ is 6452 Ω although no electron in an open channel is reflected. The wide electrodes offer more transverse patterns than the constriction, and electrons that find no open channel are turned back at its entrance. The current is finite because a channel can deliver electrons from the window at no more than a fixed rate, and there are only two channels. An electron that crosses elastically keeps its energy. It arrives with energy to spare and loses it in the electrodes, while the source electrode also relaxes as it refills the emptied state. The total power,

$$
P=IV=155\ \text{µA}\times1\ \mathrm V=155\ \text{µW},
$$

is thus released in the electrodes and not in the ballistic part.

### Can exactly two channels stay open across 1 eV?

This is a real restriction on the constriction, and a simple model shows its size. Let the neck be a ribbon with hard walls, width $w$ and a smaller fixed thickness. Keep the lowest standing wave across the thickness and measure energy from its level. Across the width the wave must vanish at both walls, so its wave number is $n\pi/w$ and

$$
E_n=\frac{\hbar^2}{2m}\left(\frac{n\pi}{w}\right)^2=n^2E_1 .
$$

Two open channels require $E_2<\mu_R$ and $\mu_L<E_3$. The window must fit between the levels:

$$
eV<E_3-E_2=(9-4)E_1=\frac{5\pi^2\hbar^2}{2mw^2}
\quad\Longrightarrow\quad
w<\pi\hbar\sqrt{\frac{5}{2m\,eV}} .
$$

With the free-electron mass and 1 V the bound is 1.37 nm. It is a necessary condition in this model. Some margin is needed on both sides, because the levels are not perfectly sharp thresholds.

Take $w=1.2$ nm and a thickness of 0.6 nm. The first three levels are 0.261, 1.045 and 2.350 eV. The next standing wave across the thickness costs another 3.13 eV and stays out of reach. I place the window midway between the second and third levels, from 1.197 to 2.197 eV, which leaves about 0.15 eV on each side. At 300 K, $k_BT\approx0.026$ eV, so the margin is about $6k_BT$. For a sharp threshold, the thermal term derived above then costs the second channel roughly $0.026\ \mathrm{eV}\times e^{-5.9}\approx7\times10^{-5}$ eV out of 1 eV.

Tunnelling and reflection matter more. I let the neck widen smoothly to 2.4 nm over 3 nm on each side and solved the scattering problem with the transverse waves coupled to one another. The total transmission is

| Energy in window | Total transmission |
|---|---:|
| bottom | 1.966 |
| middle | 2.000 |
| top | 2.101 |

No independent combination of incoming waves can transmit with probability above 1. A total above 2 at the top therefore needs a third contribution, although the third level still lies higher in energy. That contribution is tunnelling through the neck. The deficit at the bottom is reflection; I attribute it to the second channel, which is barely open there, but I did not resolve the channels separately.

Averaged over the window at 300 K, the count is 2.006, or 0.3% above 2. Halving the 0.05 nm slices used along the neck and raising the number of transverse waves from 10 to 14 leaves this value unchanged to four decimals. A count of two at 1 V is thus possible in this model. The calculation keeps the potential in the neck fixed and leaves out how the voltage drop reshapes it. A shift of the levels by more than about 0.15 eV relative to the window would bring one of them inside.

A wider neck shows what happens then. Keep the window and the mouth fixed, and set $w=1.5$ nm. The third level falls to 1.504 eV, inside the window. With sharp thresholds, two channels are open throughout and the third is open above 1.504 eV, so

$$
\overline{\mathcal T}=2+\frac{2.197-1.504}{1}=2.693 .
$$

The scattering calculation gives 2.696. A fractional count at high bias can therefore arise because a channel opens partway through the window, without any defect in the neck.

### What the current alone cannot tell you

The measurement fixes the average of $\mathcal T$, and the problem supplies the statement that each channel is fully open. Without it, three channels with transmission 0.667 each would carry the same current. A near-integer ratio does not by itself prove perfect transmission.

Neglecting series resistance is equally important. If a resistance $R_s$ carries the same current, the voltages add:

$$
V=IR_s+\frac{I}{NG_0}
\quad\Longrightarrow\quad
N=\frac{1}{G_0\left(V/I-R_s\right)} .
$$

For given $V$ and $I$, any positive $R_s$ raises the inferred $N$; it must stay below $V/I$, since the constriction itself takes part of the voltage. Three open channels have a resistance of about 4302 Ω, so they would show the same 155 µA if

$$
R_s=6452\ \Omega-4302\ \Omega\approx2.15\ \mathrm{k}\Omega .
$$

### Setting this beside a real hafnia capacitor

A film 10 nm thick between titanium nitride electrodes is a realistic setting. The neck dimensions and the free-electron mass above are model choices, not measured properties of a breakdown path. The model constriction is 6 nm long, so wider metallic regions would have to bridge the other 4 nm of the film; the estimates below treat them as part of the electrodes. At 1 V the intact film far from the constriction sees 1 MV/cm, below a rough breakdown field of 4 MV/cm. Beside the constriction the voltage drops over 6 nm or less, so the field there averages at least 1.67 MV/cm, and it would reach the breakdown value if the drop were concentrated in 2.5 nm. With a rough leakage density of $10^{-5}$ A/cm² and an area of $10^{-4}$ cm², the intact part adds 1 nA, which is negligible here. The assumption of zero series resistance is less safe. For a rough electrode resistivity $\rho=100$ µΩ cm, treat each mouth as a hemisphere of radius $r_0=1.2$ nm. Adding up hemispherical shells on both sides gives

$$
R_s=2\int_{r_0}^{\infty}\frac{\rho\,dr}{2\pi r^2}
=\frac{\rho}{\pi r_0}\approx265\ \Omega ,
$$

and the inferred count rises from 2.00 to about 2.09. Ohm's law is itself only rough at this size. Within it, the hemisphere has more surface than the thin mouth of the ribbon, so this estimate is low: solving for the spreading current from a flat 2.4 nm × 0.6 nm contact gives about 660 Ω for both sides and a count of about 2.23. The leads add their own resistance. Since neither 2.09 nor 2.23 is an integer, fully open channels alone could not explain the data after a correction of this size.

Heating is a second concern. Suppose that half the power enters each electrode at a radius $r_h=10$ nm, with a rough heat conductivity $\kappa=20$ W/(m K). The same shell integral, with $1/\kappa$ in place of $\rho$, gives

$$
\Delta T=\frac{P/2}{2\pi\kappa r_h}\approx62\ \mathrm K .
$$

This is inversely proportional to the assumed radius, so it is a guide to size only. It may also be several times too low. By the Wiedemann–Franz law, the electrons in a metal of 100 µΩ cm conduct only about 7 W/(m K) at 300 K, which alone would give a rise of about 170 K, and a thin electrode film spreads heat less well than the half-space assumed here. Putting a rise of 62 K into the Fermi functions changes the model count only from 2.0057 to 2.0060. That says nothing about whether the neck itself would survive or change shape.

A third concern is scattering inside the constriction, which would make the transport no longer ballistic. Join two scatterers with transmissions $T_1,T_2$ and reflections $R_i=1-T_i$, ignoring interference. Summing the repeated reflections between them gives

$$
T=T_1T_2\left(1+R_1R_2+R_1^2R_2^2+\dots\right)=\frac{T_1T_2}{1-R_1R_2}.
$$

Hence

$$
\frac{1-T}{T}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}
=\frac{R_1T_2+R_2T_1}{T_1T_2}
=\frac{R_1}{T_1}+\frac{R_2}{T_2},
$$

where the middle step uses $T_i=1-R_i$ in the numerator. The ratio $(1-T)/T$ is additive. A thin slice $dx$ contributes $dx/\lambda$, which defines the backscattering mean free path $\lambda$. A length $\ell$ then has

$$
\frac{1-T}{T}=\frac{\ell}{\lambda}
\quad\Longrightarrow\quad
T=\frac{\lambda}{\lambda+\ell}.
$$

For $\lambda\gg\ell$ this returns the ballistic value $T=1$; for $\lambda\ll\ell$ it becomes $\lambda/\ell$, and the channel resistance grows in proportion to length, as in an ordinary resistor. That limit needs the electron to lose its phase between scatterers. In a single channel that stays coherent, interference makes the typical transmission fall exponentially instead, to about 0.007 rather than 0.17 at $\ell=5\lambda$. At $\ell=0.2\lambda$ the average agrees with the formula, but individual samples scatter about it by roughly 0.14. With $\ell=6$ nm and a trial value $\lambda=30$ nm, $T=30/36=0.833$. The measured current would then need $2.0005/0.833=2.40$ channels' worth of incoming current. The 30 nm is not a property of hafnia. It shows that even a mean free path five times the length of the constriction is too short for a reliable integer count.

So the answer to the exercise is two, under the conditions it states. For a real device, I would first measure or bound the series resistance, then see whether the ratio $I/(G_0V)$ stays constant as the voltage is lowered. In the ideal case derived here it does; a change would show that at least one of the conditions fails. A constant ratio does not prove that they all hold, because a fixed series resistance leaves it constant too. The numerical output below lists the values used.

## Computed values

```
Current: 155 uA
Bias: 1.0 V
Conductance: 155.0 uS
Conductance of one open channel: 77.4809 uS
Current over one-channel current: 2.0005 (no unit)
Number of fully open channels: 2 (no unit)
Count range from current rounding: 1.994 to 2.007 (no unit)
Current of exactly two channels: 154.962 uA
State-sum current per channel: 77.4809 uA
Three equal channels, transmission each: 0.6668 (no unit)
Total resistance: 6451.6 ohm
Series R hiding a third channel: 2149 ohm
Neck width: 1.2 nm
Neck thickness: 0.6 nm
Mouth width: 2.4 nm
Constriction length: 6.0 nm
Neck levels 1, 2, 3: 0.261, 1.045, 2.350 eV
Bias window: 1.197 to 2.197 eV
Next thickness mode, extra energy: 3.13 eV
Largest neck width for two channels: 1.371 nm
Width 0.70 nm: 1 open levels, total transmission 1.0000 (no unit)
Width 1.20 nm: 2 open levels, total transmission 2.0000 (no unit)
Width 1.65 nm: 3 open levels, total transmission 3.0000 (no unit)
Transmission at window bottom, middle, top: 1.9661, 2.0000, 2.1009 (no unit)
Temperature: 300 K
Averaged count in model neck: 2.0057 (no unit)
Same count, finer calculation: 2.0057 (no unit)
Wider test neck: 1.5 nm
Its third level: 1.504 eV
Its count, step model: 2.693 (no unit)
Its count, scattering: 2.696 (no unit)
Rough electrode resistivity: 100 uohm cm
Spreading resistance, both sides: 265 ohm
Count corrected for spreading: 2.086 (no unit)
Total power: 155 uW
Rough heat conductivity: 20 W/(m K)
Assumed heat-release radius: 10 nm
Electrode heating estimate: 62 K
Averaged count when heated: 2.0060 (no unit)
Trial backscattering mean free path: 30 nm
Transmission with backscattering: 0.833 (no unit)
Channels then needed for same current: 2.40 (no unit)
Film thickness: 10 nm
Field across intact film: 1.0 MV/cm
Rough breakdown field: 4 MV/cm
Rough leakage density: 1e-05 A/cm2
Capacitor area: 1e-04 cm2
Leakage through intact area: 1.0 nA
```
